Three failures of pairwise dispersion sums and the log-determinant

Before computing a van der Waals energy one must choose its input: a table of free-atom C₆ coefficients, coupled atomic dipoles, or the response of the actual orbitals. The choice depends on which assumption behind the pairwise sum breaks down. Atoms may be altered by their surroundings (Dobson's type A), fluctuations may run around three or more atoms (type B), or charge may flow between atoms (type C). One log-determinant formula covers all three, with a condition: it generates B by itself, but A and C must already be present in the response supplied to it.

Hartree atomic units are used. The units that attract each other do not overlap, retardation is neglected, and the temperature is zero.

**The common formula**

Take oscillators of frequency ω and static polarizability α₀, coupled by a dipole matrix T. An eigenvalue τ of T shifts a mode to Ω² = ω²(1 + α₀τ). At imaginary frequency iu each oscillator has α(iu) = α₀ω²/(ω² + u²), so

det[1 + α(iu)T] = Π (u² + Ω²)/(u² + ω²).

Since ∂/∂Ω of ∫₀^∞ du ln(u² + Ω²) is ∫₀^∞ du 2Ω/(u² + Ω²) = π, and the integral below vanishes at Ω = ω,

(1/2π) ∫₀^∞ du ln[(u² + Ω²)/(u² + ω²)] = (Ω − ω)/2.

The log-determinant is therefore the change in zero-point energy. For electrons, the random-phase approximation (RPA) has the correlation energy (1/2π)∫₀^∞ du Tr[ln(1 − XV) + XV], where X is the bare density response and V the Coulomb coupling. For separate units F, X is block-diagonal, so Tr XV = Σ_F Tr X_F V_FF. Subtracting the isolated units cancels the trace terms:

E = (1/2π) ∫₀^∞ du { ln det[1 − XV] − Σ_F ln det[1 − X_F V_FF] }.

For atomic dipoles X = −α and V_FF = 0. Expanding the logarithm gives −Σₙ Tr(XV)ⁿ/n. The n = 1 term vanishes. For two atoms, T_AB = (1 − 3nn)/R³, with n the unit vector joining them, has eigenvalues 1, 1 and −2 over R³, so Tr T_AB² = 6/R⁶. The n = 2 trace contains the loops A→B→A and B→A→B, which cancel its factor ½:

E₂ = −C₆/R⁶, C₆ = (3/π) ∫₀^∞ du α_A(iu) α_B(iu).

For equal oscillators, u = ω tan φ gives ∫₀^∞ du ω⁴/(ω² + u²)² = πω/4, hence C₆ = ¾α₀²ω. A sum of such terms with free-atom coefficients assumes free-atom responses, stops at two-atom loops, and keeps each response on its atom.

**Type A: the atom is no longer free**

Enclose a hydrogen atom in a hard sphere of radius 4 bohr. The wall has no polarizability; it represents only the confining effect of neighbours. With s→p excitation energies ωₙ and dipole matrix elements zₙ, adding the two time orderings 1/(ωₙ ± iu) gives

α(iu) = Σₙ 2ωₙzₙ²/(ωₙ² + u²).

By partial fractions, ∫₀^∞ du ωω′/[(ω² + u²)(ω′² + u²)] = π/[2(ω + ω′)], so

C₆ = 6 Σₘₙ zₘ²zₙ²/(ωₘ + ωₙ).

The radial Schrödinger equation was diagonalized in polynomials that vanish at the wall; a 40 bohr sphere served as the free atom.

- Free: first excitation 0.375 hartree, α(0) = 4.500 bohr³.
- Caged: first excitation 0.627 hartree, α(0) = 2.378 bohr³.
- C₆ in hartree bohr⁶: free–free 6.499, free–caged 4.105, caged–caged 2.678.

At 20 bohr the free-atom value gives −6.499/20⁶ = −1.015×10⁻⁷ hartree, while the log-determinant for two caged atoms gives −4.18×10⁻⁸ hartree. The free-atom coefficient is too large by a factor of 2.43. To see why, write C₆ = ¾α(0)²ω̄, which defines an effective frequency ω̄. The drop in α(0) alone would reduce C₆ by (4.500/2.378)² = 3.58; the rise of ω̄ from 0.428 to 0.631 hartree restores a factor of 1.48.

The remedy is a C₆ computed for the atom in its environment. Given free-atom α(iu), the log-determinant would return the free-atom energy.

Three limits apply. Only dipole coupling is kept: the C₈ and C₁₀ terms add 5% to the free-pair energy and 2.5% to the caged-pair energy at 20 bohr, moving the ratio of energies from 2.43 to 2.49. Hydrogen is not an oscillator, so the formula is approximate for it from fourth order in the dipole coupling onward; the second-order term and the third-order three-atom term need only the exact α(iu) of each atom. Setting V_FF = 0 also keeps its single electron from screening itself, which a standard RPA calculation would not do.

**Type B: fluctuations run around three atoms**

Now keep α₀ and ω fixed and place three oscillators at the corners of a triangle. The n = 3 term is +α³ Tr T³/3. Three starting points and two directions give six equal loops, hence 2α³ Tr(T₁₂T₂₃T₃₁). Let a, b, c be unit vectors taken in order around the triangle. Then

Tr[(1 − 3aa)(1 − 3bb)(1 − 3cc)] = 3 − 9 + 9[(a·b)² + (b·c)² + (c·a)²] − 27(a·b)(b·c)(c·a).

Each scalar product is minus the cosine of an interior angle. With P = cos θ₁ cos θ₂ cos θ₃, the angle sum π implies Σcos²θ = 1 − 2P. The trace becomes −6 + 9(1 − 2P) + 27P = 3(1 + 3P). Using ∫₀^∞ du ω⁶/(ω² + u²)³ = 3πω/16,

E₃ = C₉(1 + 3P)/(R₁₂R₂₃R₃₁)³, C₉ = (3/π)∫₀^∞ du α³ = 9α₀³ω/16.

This is the Axilrod–Teller energy. An equilateral triangle has P = 1/8 and is repulsive; a line has P = −1 and is attractive.

Take α₀ = 10 bohr³, ω = 0.5 hartree and spacing 6 bohr, so C₉ = 281.25 hartree bohr⁹. Then E₃ = 281.25 × 1.375/6⁹ = 3.84×10⁻⁵ hartree for the triangle, and −281.25 × 2/(8 × 6⁹) = −6.98×10⁻⁶ hartree for the line. The full results, in hartree, are:

- Triangle: log-determinant −2.3833×10⁻³, pair sum −2.4161×10⁻³, remainder +3.28×10⁻⁵.
- Line: log-determinant −1.6338×10⁻³, pair sum −1.6233×10⁻³, remainder −1.05×10⁻⁵.

The pair sum uses the full log-determinant energy of each pair, so the remainder is purely three-body. It weakens the triangle's attraction by 1.4% of the pair sum and strengthens the line's by 0.6%. No single scale factor on the pair potential can correct both.

Both remainders lie below E₃. The next order pushes them that way: it is −α⁴ Tr T⁴/4, and its three-atom loops go out and back twice from a central atom i. Each contributes Tr(T_ij²T_ik²) > 0, hence an attraction. Relative to E₃ this term is of order α₀/R³ times a geometric factor, so E₃ alone is a long-distance result.

The remedy is to evaluate the log-determinant of the coupled dipoles, which sums these loops for as many atoms as the matrix contains.

**Type C: charge flows between atoms**

In a half-filled chain with hopping t and site spacing d, the band −2t cos kd has Fermi velocity v = 2td. A perturbation of wavevector q excites qL/2π states per spin in a length L, each by an energy vq. With two spins and both time orderings, the response per length at small q is

X₀(q,iu) = −(1/L) · 2 · (qL/2π) · 2vq/(u² + v²q²) = −Kq²/(u² + v²q²), K = 2v/π.

Its static value, −K/v², does not vanish as q → 0: charge moves over long distances. With a gap, orthogonality of occupied and empty orbitals makes the transition amplitudes proportional to q, so the static response vanishes as q². Explicit orbital sums for a ring of 402 sites show the difference. Doubling the smallest q multiplies the static response by 1.000 for equal hoppings and by 3.99 for hoppings alternating by ±20%.

A one-oscillator caricature of the gapped wire adds g² to u² + v²q². Here g is an effective frequency that fixes the static polarizability; it is comparable to the band gap but in general not equal to it, and "gap" below means g. Place two such wires at distance D. Within a wire the repulsion 1/√(z² + b²) has Fourier transform 2K₀(qb); between wires it is 2K₀(qD). Here K₀ is the modified Bessel function, unrelated to the constant K. Even and odd combinations diagonalize the 2×2 determinant:

Ω±² = Ω² ± 2Kq²K₀(qD), Ω² = g² + v²q² + 2Kq²K₀(qb),

E/L = (1/π) ∫₀^∞ dq ½(Ω₊ + Ω₋ − 2Ω).

Put r = 2Kq²K₀(qD)/Ω². Since √(1+r) + √(1−r) − 2 = −r²/4 + O(r⁴),

E/L ≈ −(1/8π) ∫₀^∞ dq Ω r².

Both limits need M(μ) = ∫₀^∞ dx x^(μ−1)K₀(x)². Insert K₀(x) = ½∫₀^∞ (ds/s) exp(−s − x²/4s) twice, with variables s and s′, and integrate over x. Setting s = pw, s′ = p(1−w) leaves a gamma integral over p and a beta integral over w:

M(μ) = 2^(μ−3) Γ(μ/2)⁴/Γ(μ).

*With a gap.* At large D the relevant q is of order 1/D, so Ω → g and

E/L → −K²M(5)/(2πg³D⁵) = −(K²/8g³)(27π/128)/D⁵.

This equals the pair sum. The wire has polarizability K/g² per length along its axis, and two dipoles α coupled by T have energy −gα²T²/8. Summing T² along the wire, with z = D tan φ, gives D⁻⁵∫dφ (9cos⁸φ − 12cos⁶φ + 4cos⁴φ) = 27π/(128D⁵) over −π/2 < φ < π/2.

*Without a gap.* Now Ω is proportional to q apart from a logarithm. With x = qD,

E/L ≈ −[√(2K)/(8πD²)] ∫₀^∞ dx x K₀(x)² [πv/4 + K₀(xb/D)]^(−3/2),

because v²/2K = πv/4. For D ≫ b, K₀(xb/D) ≈ ln(D/b) + ln 2 − γ − ln x, with γ Euler's constant. The average of ln x with weight xK₀² is d ln M/dμ at μ = 2, namely ln 2 − γ − 1. Since M(2) = ½,

E/L ≈ −√(2K)/(16πD²Λ^(3/2)), Λ = ln(D/b) + 1 + πv/4.

Deviations of ln x from its average cancel at first order, and the neglected r⁴ term is smaller by 1/Λ², so the relative error is of order 1/Λ². The local exponent is about 2 + 3/(2Λ).

Take t = 0.1 hartree, d = 2.5 bohr and b = 1 bohr. Three cautions apply to these model wires. The transform 2K₀(qb) treats the charge as a continuous line; summing the same repulsion over sites 2.5 bohr apart weakens the gapless energy at 100 bohr by about 3%. The RPA keeps the half-filled chain metallic, whereas correlation beyond the RPA would open a charge gap in a half-filled chain with this repulsion; the case g = 0 therefore stands for a wire that remains metallic. The case g = 0.5 hartree stands for tightly bound charge, since alternating the hoppings of this chain gives g of at most about 0.32 hartree. Then v = 0.5 and K = 0.318. Numerical integration of the log-determinant over u and q at D = 100 bohr gives:

- g = 0: E/L = −1.15×10⁻⁷ hartree/bohr, exponent 2.27.
- g = 0.5 hartree: E/L = −6.66×10⁻¹² hartree/bohr, exponent 4.99.

The gapless attraction is larger by a factor of 1.7×10⁴. Second order in the interwire coupling supplies 98.9% of it, so the slow decay comes from the nonlocal response within each wire, not from higher-order loops between the wires. The asymptotic law is 6% too weak at this distance and 3% too weak at 1000 bohr, as expected of a logarithmic expansion. These are zero-temperature results, and the modes of a gapless wire are soft. With the same modes populated at 300 K, the interaction free energy is 23% larger at 100 bohr (exponent 1.98) and six times larger at 1000 bohr (exponent 1.24), so at room temperature the law describes short distances only.

A small gap delays the pairwise law. The gap dominates Ω once D exceeds roughly √(2KΛ)/g, about 200 bohr for g = 0.01 hartree. The exponent for that wire is 2.59 at 20 bohr, 3.08 at 100, 4.62 at 1000 and 4.99 at 10 000. The pair sum built from the wire's own static polarizability is too large by factors of 640, 18, 1.28 and 1.004 respectively. At short distance it uses a polarizability that charges reach only under fields uniform over much longer lengths.

For the gapped wires, retardation matters when ΩD approaches the speed of light, 137 in these units. This happens near 270 bohr for g = 0.5 hartree and near 14 000 bohr for g = 0.01 hartree, so the gapped results nearest these distances illustrate the nonretarded limit only. For wires polarizable along their axis, retardation strengthens the attraction by about 2% for g = 0.5 hartree at 100 bohr (exponent 4.95) and by about 5% for g = 0.01 hartree at 10 000 bohr (exponent 4.97).

**Choosing the input**

If the surroundings change the atoms but charge stays on them, use environment-dependent polarizabilities. If α₀/R³ times the geometric factors is not negligible at the accuracy sought, put those polarizabilities into the coupled-dipole log-determinant. If the gap is zero, or so small that D is not many times the crossover distance (at five times, the pair sum above was still 28% too large), compute X from the delocalized orbitals and resolve wavevectors well below 1/D. A periodic ring of length L has smallest nonzero wavevector 2π/L, so L must be much larger than 2πD. Local dipoles with a fixed finite restoring force have a bare static response that vanishes as q². For parallel wires their determinant therefore returns to the D⁻⁵ law at large D, unless the coupling within each wire is tuned so that its longitudinal mode softens to zero frequency. Such tuning can imitate the slow decay, but it does not describe charge flow.
